# Lead self-energy in a nonorthogonal atomic-orbital basis

## 1. What the choice of energy zero demands

A contact calculation divides the orbitals into a device $D$ and a lead $L$. The effect of the lead on the device is a self-energy $\Sigma$. For orthogonal orbitals it has the form hopping × lead Green function × hopping, with dimensions energy × energy$^{-1}$ × energy.

Let the orbitals $|i\rangle$ overlap, with $S_{ij}=\langle i|j\rangle$ and $H_{ij}=\langle i|\hat H|j\rangle$. Measuring energies from a new zero $c$ replaces $\hat H$ by $\hat H-c$, so that

$$H\to H-cS,\qquad E\to E-c .$$

Physical results cannot depend on $c$. The bare hopping changes, $H_{DL}\to H_{DL}-cS_{DL}$, whereas

$$H_{DL}-ES_{DL}\to H_{DL}-cS_{DL}-(E-c)S_{DL}=H_{DL}-ES_{DL}$$

does not. Suppose the coupling has the form $H_{DL}+\alpha S_{DL}$, where $\alpha$ depends on $E$ and on no other energy. By dimension $\alpha$ is then proportional to $E$, and invariance requires $\alpha=-E$. Section 4 finds another invariant coupling, which also uses the lead's own matrices, so symmetry suggests the answer but does not replace the derivation.

## 2. Derivation by elimination of the lead

**Assumptions.** $\hat H$ is a one-electron Hamiltonian that does not depend on energy, such as a mean-field one. The orbitals are linearly independent, so $S$ is positive definite. Put $z=E+i\eta$ with $\eta>0$, and let $\eta\to0^+$ at the end.

Insert $|\psi\rangle=\sum_j c_j|j\rangle$ in $\hat H|\psi\rangle=E|\psi\rangle$ and project on $\langle i|$. This gives $Hc=ESc$. The corresponding Green function is defined by

$$(zS-H)\,G=1 .$$

The inverse exists. If $(zS-H)c=0$, then $z\,c^\dagger Sc=c^\dagger Hc$. The right side is real and $c^\dagger Sc>0$ for $c\neq0$, which contradicts $\mathrm{Im}\,z>0$. The same argument shows that the isolated lead has a Green function

$$g=(zS_L-H_L)^{-1}.$$

The columns of $G$ that belong to $D$ obey two block equations:

$$(zS_D-H_D)G_{DD}+(zS_{DL}-H_{DL})G_{LD}=1,$$
$$(zS_{LD}-H_{LD})G_{DD}+(zS_L-H_L)G_{LD}=0.$$

The second gives

$$G_{LD}=g\,(H_{LD}-zS_{LD})\,G_{DD}.$$

Insert this in the first, using $zS_{DL}-H_{DL}=-(H_{DL}-zS_{DL})$:

$$\big[zS_D-H_D-(H_{DL}-zS_{DL})\,g\,(H_{LD}-zS_{LD})\big]G_{DD}=1.$$

Therefore

$$G_{DD}=(zS_D-H_D-\Sigma)^{-1},$$
$$\boxed{\;\Sigma(z)=(H_{DL}-zS_{DL})\,g(z)\,(H_{LD}-zS_{LD})\;}$$

Nothing has been expanded, so the overlap need not be small. Reversing the sign of both couplings leaves $\Sigma$ unchanged. Several leads give a sum of such terms if no block of $H$ or $S$ joins one lead to another; otherwise they must be treated as one lead.

**The two factors at finite $\eta$.** Both contain the same $z$. The adjoint of the left factor is $H_{LD}-z^*S_{LD}$, which differs from the right factor by $2i\eta S_{LD}$. Using the adjoint is harmless only in the limit $\eta\to0^+$.

**A numerical test.** The generalized eigenvectors, normalized by $C^\dagger SC=1$, satisfy $HC=SC\,\mathrm{diag}(E_n)$ and $CC^\dagger=S^{-1}$. Hence $G=C\,\mathrm{diag}[1/(z-E_n)]\,C^\dagger$, with no partition into device and lead. For random matrices with three device and seven lead orbitals at $z=0.7+0.3i$, the boxed formula reproduces this $G_{DD}$ to rounding error. The relative error is 0.25 with bare hopping and 0.13 with the adjoint factor.

## 3. When the bare rule is right

The bare rule is $\Sigma_{\rm bare}=H_{DL}\,g\,H_{LD}$, with overlap kept inside $D$ and inside $L$. It agrees with the boxed result in two cases:

- $S_{DL}=0$, so that device and lead orbitals are mutually orthogonal.
- $E=0$ with $\eta\to0^+$, because $ES_{DL}$ then vanishes.

The second agreement belongs to the chosen energy zero and moves with it. With the Fermi level as zero, the bare rule is correct at the Fermi level and in general inexact away from it. With the vacuum level as zero, its coupling is already wrong at the Fermi level by $E_FS_{DL}$.

## 4. Where the energy-dependent coupling comes from

An overlapping device orbital already contains some lead character. Remove it by defining

$$|d'\rangle=|d\rangle-\sum_l|l\rangle X_{ld},\qquad X=S_L^{-1}S_{LD}.$$

Then $\langle l|d'\rangle=(S_{LD}-S_LX)_{ld}=0$, and the coupling to the new orbitals is independent of energy:

$$W=H_{LD}-H_LX .$$

To relate it to the original coupling, use $S_{LD}=S_LX$ and $H_{LD}=W+H_LX$:

$$H_{LD}-zS_{LD}=W-(zS_L-H_L)X,$$
$$H_{DL}-zS_{DL}=W^\dagger-X^\dagger(zS_L-H_L).$$

Multiplying with $g$ in between, and using $g(zS_L-H_L)=1$, gives

$$\Sigma=W^\dagger gW-W^\dagger X-X^\dagger W+X^\dagger(zS_L-H_L)X .$$

Only the first term contains the lead resonances. The others combine with the device block:

$$zS_D-H_D-\Sigma=zS'_D-H'_D-W^\dagger gW,$$
$$S'_D=S_D-X^\dagger S_LX,$$
$$H'_D=H_D-W^\dagger X-X^\dagger W-X^\dagger H_LX .$$

These are the overlap and Hamiltonian of the orbitals $|d'\rangle$. For the Hamiltonian, direct expansion gives $H_D-H_{DL}X-X^\dagger H_{LD}+X^\dagger H_LX$, and substituting $H_{DL}=W^\dagger+X^\dagger H_L$ and its adjoint gives the line above. The two descriptions have the same $G_{DD}$. A constant coupling $W$ is therefore legitimate, but it must be used with $S'_D$ and $H'_D$, and it is not the bare hopping.

**On the energy shell.** Let $\phi$ be a lead state, $H_L\phi=ES_L\phi$. Then

$$\phi^\dagger(H_{LD}-ES_{LD})=\phi^\dagger W-\phi^\dagger(ES_L-H_L)X=\phi^\dagger W .$$

So $H-ES$ is the amplitude for a transition between a lead state at energy $E$ and a device orbital cleared of lead character.

**Large energy.** For a finite lead block, $g\to S_L^{-1}/z$ as $|z|\to\infty$, and hence

$$\Sigma\to z\,S_{DL}S_L^{-1}S_{LD}+O(1).$$

The self-energy grows instead of tending to a constant or to zero. This growth turns $S_D$ into $S'_D$ and is not a failure of the theory.

**Sign of the broadening.** At real $E$, the last three terms of $\Sigma$ are Hermitian together, so $i(\Sigma-\Sigma^\dagger)=W^\dagger\,i(g-g^\dagger)\,W\ge0$. At finite $\eta$ the last term adds $+i\eta X^\dagger S_LX$, so $\Sigma$ by itself need not have a negative anti-Hermitian part. The complete inverse Green function contains $i\eta S'_D$, with $S'_D$ positive definite.

## 5. A chain lead in closed form

Take one orbital per cell of length $a$, with orbital energy $\varepsilon$, hopping $h$ and neighbour overlap $s$. Number the lead orbitals $m=1,2,\dots$ away from the device, and let the bond to the device have the same $h$ and $s$. Define

$$\tau=h-zs,\qquad z-\varepsilon=\tau(\lambda+\lambda^{-1}),\qquad |\lambda|<1 .$$

The first column of $g$ is $g_{m1}=\lambda^m/\tau$. For $m=1$,

$$(z-\varepsilon)g_{11}-\tau g_{21}=(\lambda^2+1)-\lambda^2=1,$$

and for $m\ge2$ the row vanishes by the definition of $\lambda$. The decaying root is the one that keeps $g$ bounded. Thus

$$\Sigma=\tau^2g_{11}=\tau\lambda,\qquad \Sigma_{\rm bare}=h^2\lambda/\tau=r\Sigma,\qquad r=(h/\tau)^2 .$$

Inside the band, $\lambda\to e^{i\theta}$ with $\theta=ka$. The dispersion follows from $E(1+2s\cos\theta)=\varepsilon+2h\cos\theta$. Differentiation gives

$$\hbar v=\frac{dE}{dk}=-\frac{2a\tau\sin\theta}{1+2s\cos\theta}.$$

A small $\eta$ changes $k$ by $i\eta/(\hbar v)$, so $|\lambda|<1$ selects $v>0$, a wave moving away from the device. The broadening is

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=-2\tau\sin\theta=\frac{\hbar v}{a}(1+2s\cos\theta).$$

The last bracket is the norm per cell of a Bloch wave with unit coefficients, so $\Gamma/\hbar$ is its probability flux.

**Golden-rule check.** An isolated lead of $N$ orbitals has modes proportional to $\sin m\theta_j$, with $\theta_j=j\pi/(N+1)$. Normalization with $S$ gives

$$\phi_1^2=\frac{2\sin^2\theta}{(N+1)(1+2s\cos\theta)},$$

and the density of levels is $\rho=(N+1)/(\pi|dE/d\theta|)$. Hence

$$2\pi\tau^2\phi_1^2\rho=\frac{4\tau^2\sin^2\theta}{(1+2s\cos\theta)\,|dE/d\theta|}=2|\tau\sin\theta|=\Gamma .$$

The matrix element that gives the correct rate is $\tau\phi_1$, not $h\phi_1$.

**False reflection.** Call one orbital of a uniform chain the device. With self-energies $r\tau\lambda$ on both sides and $E-\varepsilon=2\tau\cos\theta$,

$$G=\frac{1}{2\tau[(1-r)\cos\theta-ir\sin\theta]}.$$

The transmission formula $T=\Gamma_L\Gamma_R|G|^2$, derived next, gives

$$T=\frac{1}{1+\left(\dfrac{r-1}{r}\right)^2\cot^2\theta}.$$

A uniform chain has nothing to scatter from, so $T$ must be 1, as it is for $r=1$. For this one-orbital device and fixed $r\ne1$, the bare rule sends $T$ to zero at a band edge.

## 6. Transmission with overlap

Consider a device with orbitals $1$ to $N$ between a left and a right chain lead. Its matrix elements are real and join only neighbouring orbitals. In a stationary state, row $n$ of $(H-ES)\psi=0$ is multiplied by $\psi_n^*$ and its imaginary part taken. The diagonal term is real and drops out. The remaining terms show that

$$J=-\frac{2}{\hbar}\,\mathrm{Im}\big[\psi_n^*(H-ES)_{n,n+1}\psi_{n+1}\big]$$

is the same on every bond. For $\psi_n=e^{in\theta}$ it equals $-2\tau\sin\theta/\hbar=\Gamma/\hbar$, which fixes its sign and scale.

In the isolated left lead the standing wave $\phi_m=\lambda^{-m}-\lambda^m$ contains an incident wave of unit amplitude and vanishes at $m=0$. With the device attached,

$$\psi_L=\phi+g(H_{LD}-ES_{LD})\psi_D .$$

Inserting this in the device row gives

$$(ES_D-H_D-\Sigma_L-\Sigma_R)\psi_D=\tau_L\phi_1e_1,$$

where $e_1$ selects the first device orbital. Since $\phi_1=-2i\sin\theta_L$, the source has modulus $\Gamma_L$, and $|\psi_N|=|G_{N1}|\Gamma_L$. In the right lead $\psi_m=g_{m1}\tau_R\psi_N=\lambda_R^m\psi_N$, an outgoing wave with flux $\Gamma_R|\psi_N|^2/\hbar$. Dividing by the incident flux $\Gamma_L/\hbar$,

$$T=\Gamma_L\Gamma_R|G_{N1}|^2 .$$

## 7. Worked example: a silicide contact on n-type silicon

**Model.** The regime is that of nickel silicide on heavily doped n-type silicon, with rough model inputs, which are not measured data and whose last digits carry no experimental weight: Fermi level $E_F=-4.70$ eV from vacuum, barrier 0.65 eV, doping $10^{20}$ cm$^{-3}$, relative permittivity 11.7, and a light transport mass of 0.19 electron masses. The bulk conduction edge lies 0.08 eV below $E_F$, so the band bending is $V=0.65+0.08=0.73$ eV. Full depletion gives a width

$$w=\sqrt{2\epsilon V/(eN_d)}=3.07\ \text{nm},$$

where $V$ is read in volts, $\epsilon$ is the permittivity and $N_d$ the doping.

One transport mode is kept. The orbital spacing is 0.27 nm and every neighbour overlap is 0.10. The device has two metal and fourteen semiconductor orbitals, joined by an interface hopping of $-2.50$ eV. A semiconductor orbital at distance $x_i$ from the interface has the band-bending energy $U_i=V(1-x_i/w)^2$ for $x_i<w$ and zero beyond; the first such orbital lies half a spacing from the interface. Metal orbitals have $U_i=0$. The band bending enters $H_{ij}$ as $S_{ij}(U_i+U_j)/2$, which becomes $US$ for constant $U$, as a shift of energy must.

**Metal lead.** With $\varepsilon=-4.000$ eV and $h=-3.400$ eV,

$$\tau=-3.400-(-4.70)(0.10)=-2.930\ \text{eV},$$
$$\cos\theta=\frac{-4.70+4.00}{2(-2.930)}=0.119,\qquad\theta=1.451 .$$

Thus $\Sigma=\tau e^{i\theta}=-0.350-2.909i$ eV. The bare rule multiplies this by $r=(3.400/2.930)^2=1.347$, giving $-0.471-3.917i$ eV.

**Semiconductor lead.** The band edge $E_c=-4.78$ eV and the mass $m$ fix the chain. At $\theta=0$ the dispersion gives $E_c=(\varepsilon+2h)/(1+2s)$, and equating its curvature $-2(h-E_cs)/(1+2s)$ to $\hbar^2/(ma^2)$ gives $h-E_cs=-\hbar^2(1+2s)/(2ma^2)$. Hence $\varepsilon=1.822$ eV and $h=-3.779$ eV, and at $E_F$ one finds $\tau=-3.309$ eV and $\theta=0.1705$. The correct value is $\Sigma=-3.261-0.562i$ eV, and the bare one is $-4.253-0.732i$ eV, with $r=1.304$. The false real shift is $-0.99$ eV on the last device orbital, while the electron at $E_F$ has only 0.08 eV of kinetic energy in the bulk.

The one-orbital formula of Section 5 shows the consequence in a uniform semiconductor chain:

$$T=\frac{1}{1+(0.304/1.304)^2\cot^2(0.1705)}\approx0.35 .$$

For devices of 2 to 21 orbitals in the same chain, the bare rule gives values between 0.20 and 0.98. The correct coupling gives 1 for each length.

**The contact.** The transmission is as follows; the last two columns use bare hopping with the stated energy zero.

| $E-E_F$ (eV) | correct | vacuum | $E_F$ |
|---|---|---|---|
| $-0.05$ | 0.0036 | 0.0014 | 0.0037 |
| $0$ | 0.0078 | 0.0028 | 0.0078 |
| $0.20$ | 0.044 | 0.082 | 0.042 |
| $0.40$ | 0.129 | 0.119 | 0.127 |

At $E_F$ the bare rule with vacuum as zero gives 0.36 of the correct transmission. At 0.20 eV it gives nearly twice the correct value, so no constant factor repairs it. The error also depends on where the device is cut from the lead. With 22 or 26 semiconductor orbitals in the device instead of 14, the ratio at $E_F$ becomes 0.98 or 4.5, while the correct transmission does not change. The bare coupling makes a false scatterer at each cut, and waves reflected there interfere with those reflected at the barrier. With $E_F$ as zero the error vanishes at $E_F$ and, for the device with 14 semiconductor orbitals, is 2 to 3 percent at the other listed energies; for 12 to 40 semiconductor orbitals it reaches about 8 percent at 0.40 eV. Matching waves directly in the two leads, with no self-energy, also gives 0.0078 at $E_F$.

**The model beside a real contact.** The following changes are relative to the correct $T$ at $E_F$, with the other settings held fixed.

- *Image force.* The peak field is $2V/w=4.75$ MV/cm (with $V$ in volts), for which the classical estimate of barrier lowering, $e\sqrt{eF/(4\pi\epsilon)}$ at field $F$, is 0.24 eV. Adding an image potential to the device orbitals, taken as zero at the last one, multiplies $T$ by 1.4; the factor rises to 1.5 when the device is extended to 60 or more semiconductor orbitals, so that less of the tail is cut off. The continuum image potential is itself doubtful within one orbital spacing of the metal.
- *Two-band tunnelling.* At an energy $\varphi$ below the local conduction edge, the one-band decay constant is $\kappa=\sqrt{2m\varphi}/\hbar$. A two-band law replaces $\varphi$ by $\varphi(1-\varphi/E_g)$, with $E_g\approx1.1$ eV the gap of silicon. This lowers the semiclassical exponent $2\int\kappa\,dx$ from 4.40 to 3.62, a factor of 2.2 in the semiclassical transmission. For real silicon this overstates the effect. The 1.1 eV gap is indirect, whereas tunnelling through a smooth barrier conserves the transverse wave vector. At the transverse wave vector of a light-mass valley the valence states lie several eV below the conduction edge, so the one-band law is much better there than the factor suggests.
- *Mass anisotropy.* A transport mass of 0.92 instead of 0.19 multiplies $T$ by 0.024 at the assumed interface hopping. The factor is only an order of magnitude: it runs from 0.034 to 0.011 as that hopping goes from $-1.5$ to $-3.5$ eV (over which the light-mass $T$ itself goes from 0.0020 to 0.014), and the ratio of continuum semiclassical exponentials is 0.005. Silicon has valleys of both kinds for transport along a cube axis, so one mode cannot represent the whole contact.
- *Transverse motion.* Putting 0.04 eV into separable transverse motion multiplies $T$ by 0.56.
- *Temperature.* Thermal averaging of this mode at 300 K multiplies it by 1.07.
- *Doping.* Six parabolic valleys at this doping give a filling of 0.074 eV at zero temperature and 0.065 eV at 300 K, somewhat below the 0.08 eV used. The mean dopant spacing, 2.15 nm, is comparable with $w$, so a smooth space charge is a crude assumption; its effect on $T$ has not been computed. Full depletion also neglects the electrons in the outer part of the layer, which partly screen the donors, widen the barrier and lower $T$.

The value 0.0078 therefore describes this model mode and is not a prediction of contact resistivity. The mass has the largest computed effect. The error from bare hopping with vacuum as zero is a factor of 2.8 at $E_F$ for this device. Its size depends on the assumed overlap and on the place of the cut, so it has no fixed rank among the physical effects above. Unlike them, it can be removed without any new physical input. The numerical output below lists the values for the device with 14 semiconductor orbitals.

## 8. Conditions for use

The device must contain the whole region where the potential or the bonding differs from that of the leads, since $g$ describes an unperturbed lead. It must also be long enough that no block of $H$ or $S$ joins the two leads directly. If the orbital set is nearly linearly dependent, $S$ is nearly singular and the inversion amplifies numerical error. If electron interactions beyond a mean field are included, they bring a further self-energy, which the elimination of Section 2 does not supply.

## Numbers as computed

```
random test, relative error of G_DD, correct: 2.3e-15
random test, relative error, bare hopping: 0.254
random test, relative error, adjoint factor: 0.127
long chain, relative error, correct: 4.4e-14
long chain, relative error, bare: 0.129
Fermi level from vacuum: -4.70 eV; barrier: 0.65 eV
bulk filling: 0.08 eV; band bending: 0.73 eV
doping: 1.0e+20 cm^-3; permittivity: 11.7
orbital spacing: 0.27 nm; overlap: 0.10
device orbitals: 2 metal, 14 semiconductor
depletion width: 3.072 nm
interface hopping: -2.50 eV
metal: orbital energy -4.000 eV, hopping -3.400 eV
metal: H - E S at Fermi level: -2.930 eV
metal: Bloch phase ka: 1.4511 rad
metal: Sigma correct: -0.350 -2.909i eV
metal: Sigma bare: -0.471 -3.917i eV
metal: Gamma correct 5.818, bare 7.834 eV
metal: bare/correct ratio of Sigma: 1.347
semiconductor: orbital energy 1.822 eV, hopping -3.779 eV
semiconductor: H - E S at Fermi level: -3.309 eV
semiconductor: Bloch phase ka: 0.1705 rad
semiconductor: Sigma correct: -3.261 -0.562i eV
semiconductor: Sigma bare: -4.253 -0.732i eV
semiconductor: Gamma correct 1.123, bare 1.465 eV
semiconductor: bare/correct ratio of Sigma: 1.304
metal Gamma near Fermi level, golden rule: 5.8219 eV
metal Gamma at same energy, formula: 5.8219 eV
uniform chain, lowest T, correct: 1.000000
uniform chain, lowest T, bare: 0.2015
uniform chain, highest T, bare: 0.9840
T of contact: E-E_F (eV), correct, bare zero=vacuum, bare zero=E_F
  -0.05  0.00356  0.00141  0.00367
  +0.00  0.00779  0.00281  0.00779
  +0.20  0.04358  0.08179  0.04231
  +0.40  0.12922  0.11868  0.12651
bare/correct T at Fermi level, vacuum zero: 0.361
wave matching T at Fermi level: 0.00779
peak field: 4.75 MV/cm
image-force lowering estimate: 0.242 eV
T ratio with image force: 1.39
T ratio, thermal average at 300 K: 1.07
T ratio, mass 0.92 for 0.19: 0.0238
T ratio, transverse energy 0.04 eV: 0.560
tunnel exponent, one band 4.395, two bands 3.621
T factor from two-band gap: 2.17
filling implied by doping, six valleys, 0 K: 0.074 eV
mean dopant spacing: 2.15 nm
```
